# Why a Negative Reaction Free Energy Does Not Guarantee Film Growth

**Q:** I want silicon from silane on a wafer at 300 K. The reaction is

$$\mathrm{SiH_4(g)\rightarrow Si(film)+2H_2(g)}.$$

I take 0.20 Torr silane, 0.02 Torr hydrogen, and rough rounded values $\Delta H^\circ=-0.35$ eV and $\Delta S^\circ=0.80$ meV/K per silane molecule. With $p^\circ=1$ bar, the pressure quotient is

$$Q_p=\frac{(p_{\rm H_2}/p^\circ)^2}{p_{\rm SiH_4}/p^\circ}
=\frac{(2.67\times10^{-5})^2}{2.67\times10^{-4}}=2.67\times10^{-6}.$$

Its logarithm is $-12.8$, and $k_BT=0.0259$ eV, so

$$\Delta G=\Delta H^\circ-T\Delta S^\circ+k_BT\ln Q_p
=-0.35-0.24-0.33=-0.92\ \mathrm{eV}.$$

That is far below zero. The film must grow if I wait a few hours.

**A:** Your number gives the direction of the net reaction. It contains no time. To know what a few hours will bring, you need the steps by which the reaction proceeds, and one of them may be very slow.

**Q:** Which step could be slow? Silane molecules strike the surface all the time.

**A:** They need bare sites, and each molecule that reacts leaves hydrogen behind. Take a simple model in which the surface sites are pairs of silicon atoms, called dimers. A dimer is either bare, with fraction $x$, or holds two hydrogen atoms, with fraction $\theta=1-x$. The reversible steps are

$$\mathrm{SiH_4}+2\,\text{bare}\rightleftharpoons \mathrm{Si}+2\,\text{covered},\qquad
\text{covered}\rightleftharpoons\text{bare}+\mathrm{H_2}.$$

If the two dimers in the first step are random pairs, the net rates per dimer are

$$r_1=ax^2-b\theta^2,\qquad r_2=k\theta-cx.$$

The first deposits silicon and the second releases hydrogen. One deposition covers two dimers, and one release clears one, so

$$\frac{d\theta}{dt}=2r_1-r_2.$$

**Q:** Where does my $\Delta G$ enter?

**A:** Through the ratio of forward to reverse constants. At equilibrium each step balances separately: $ax^2=b\theta^2$ and $k\theta=cx$. Squaring the second equation and multiplying by the first gives $ak^2=bc^2$. Away from equilibrium, $a$ is proportional to the silane pressure and $c$ to the hydrogen pressure, while $b$ and $k$ do not depend on pressure. The ratio $ak^2/(bc^2)$ therefore varies as $1/Q_p$. It equals 1 when $Q_p$ equals the equilibrium constant $K$, so

$$\frac{ak^2}{bc^2}=\frac{K}{Q_p}=e^{-\Delta G/k_BT},$$

where the last equality uses $\Delta G=-k_BT\ln K+k_BT\ln Q_p$.

**Q:** Then a negative $\Delta G$ makes this ratio greater than one. Doesn't that prove growth?

**A:** It proves the sign of steady growth. As $\theta$ rises, $r_1$ falls and $r_2$ rises, so $2r_1-r_2$ falls steadily, from $2a+c>0$ at $\theta=0$ to $-2b-k<0$ at $\theta=1$. There is one steady state, and in it $r_2=2r_1$, so both rates have the same sign. If they are positive, then $ax^2>b\theta^2$ and $k\theta>cx$. Squaring the second and multiplying,

$$ak^2x^2\theta^2>bc^2x^2\theta^2
\quad\Longrightarrow\quad \frac{ak^2}{bc^2}>1
\quad\Longrightarrow\quad \Delta G<0.$$

If both are negative, every inequality reverses; if both are zero, $\Delta G=0$. These cases exhaust the possibilities, so $\Delta G<0$ also implies positive growth. But "positive" may mean $10^{-27}$ nm/min or far less.

**Q:** Can you put a limit on the speed without knowing how readily silane sticks?

**A:** Yes, by counting hydrogen. Start from a bare surface and integrate the coverage equation:

$$\theta(t)=2\int_0^t r_1\,dt'-\int_0^t r_2\,dt'.$$

Solve for the deposited atoms per dimer. Since $r_2\le k\theta\le k$ and $\theta\le1$,

$$\int_0^t r_1\,dt'=\frac{\theta(t)}2+\frac12\int_0^t r_2\,dt'
\le\frac{1+kt}{2}.$$

For a Si(100) face with lattice constant $a_0$, there are $1/a_0^2$ dimers per area, and the film has $8/a_0^3$ atoms per volume. One atom per dimer therefore adds a thickness $(1/a_0^2)/(8/a_0^3)=a_0/8$. Hence

$$h(t)\le\frac{a_0}{16}(1+kt).$$

The steady rate cannot exceed $a_0k/16$ in this surface channel. The bound contains neither $\Delta G$ nor the silane sticking probability, and it does not need the random-pair assumption.

**Q:** So everything rests on $k$. Why should it be small?

**A:** Hydrogen must cross an energy barrier $E$ to leave. In one dimension, the classical escape rate is the outward flux at the barrier top divided by the population of the well. For mass $m$, the outward part of the Maxwell velocity distribution contributes

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{k_BT}{2\pi m}}.$$

The probability density at the top, relative to the well, is $e^{-E/k_BT}$ divided by the well integral. For $E\gg k_BT$ the well is nearly harmonic, with angular frequency $\omega$, and that integral is

$$\int_{-\infty}^{\infty}e^{-m\omega^2q^2/2k_BT}\,dq
=\sqrt{\frac{2\pi k_BT}{m\omega^2}}.$$

Dividing, and assuming that molecules which cross do not turn back,

$$k\simeq\sqrt{\frac{k_BT}{2\pi m}}
\sqrt{\frac{m\omega^2}{2\pi k_BT}}\,e^{-E/k_BT}
=\frac{\omega}{2\pi}e^{-E/k_BT}.$$

Other coordinates change the prefactor. The classical well is also a poor description of a stiff silicon–hydrogen stretch at 300 K: its quantum, about 0.26 eV, is ten times $k_BT$, and treating it quantum mechanically would raise the rate about 15-fold for the same barrier height. I therefore write $k=\nu e^{-E/k_BT}$ and treat $E$ and $\nu$ as effective values. Rough values for hydrogen leaving silicon are $E=2.5$ eV and $\nu=10^{15}\ \mathrm{s^{-1}}$.

**Q:** And at 300 K?

**A:** The exponent is $-2.5/0.02585=-96.7$, giving $k=1.0\times10^{-27}\ \mathrm{s^{-1}}$. With $a_0=0.543$ nm,

$$\frac{a_0k}{16}=0.0339\times1.0\times10^{-27}\times60
=2.0\times10^{-27}\ \mathrm{nm/min}.$$

With this value of $k$, another nanometre through this channel after the initial uptake would take at least $9\times10^{20}$ years. Your few hours will not help.

**Q:** Initial uptake? So something does deposit.

**A:** A little. On a cold bare surface, release and the reverse reactions are negligible at first, so $dx/dt=-2ax^2$. Dividing by $-x^2$ and integrating from $x=1$ gives $1/x=1+2at$, or

$$\theta=\frac{2at}{1+2at}.$$

The deposited thickness is $(a_0/8)(\theta/2)$, which tends to $a_0/16=0.034$ nm, a quarter of a monolayer. For a constant sticking probability of $10^{-4}$, the model has essentially reached this after 60 s. Then hydrogen blocks the surface. A real cold surface can hold fragments with a different hydrogen content, which would change this fraction. If only neighbouring dimers can react and hydrogen cannot move, isolated bare dimers also remain, and the uptake stops somewhat lower. A sensitive surface probe might see the uptake, but it is not continuing film growth.

**Q:** Heating makes the film grow. But in my formula heating also makes $\Delta G$ more negative. Perhaps that is what speeds it up.

**A:** Both do change, so we should separate them. First, the furnace at 900 K and your original pressures, where $\Delta G=-2.07$ eV and $k=10.0\ \mathrm{s^{-1}}$. The silane arrival flux is the gas density $p/k_BT$ times the mean outward velocity found above:

$$F=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mk_BT}}
=4.13\times10^{23}\ \mathrm{m^{-2}s^{-1}},$$

with $m$ now the silane mass. Multiplying by the sticking probability and dividing by the dimer density,

$$a=\frac{10^{-4}\times4.13\times10^{23}}{3.39\times10^{18}}
=12.2\ \mathrm{s^{-1}}.$$

For hydrogen I take a sticking probability $0.01\,e^{-0.70\,\mathrm{eV}/k_BT}$, which gives $c=0.059\ \mathrm{s^{-1}}$. Detailed balance then gives $b\approx10^{-6}\ \mathrm{s^{-1}}$, which can be dropped here. The condition $2r_1=r_2$ becomes

$$2ax^2=k(1-x)-cx
\quad\Longrightarrow\quad 2ax^2+(k+c)x-k=0.$$

The positive root is

$$x=\frac{-(k+c)+\sqrt{(k+c)^2+8ak}}{4a}=0.467.$$

Thus $r_1\simeq ax^2=2.66\ \mathrm{s^{-1}}$, and the growth rate is $(a_0/8)r_1=10.8$ nm/min. The ceiling is 20.4 nm/min.

**Q:** Now keep $\Delta G$ fixed and change the barrier.

**A:** Hold temperature, pressures, $a$ and $b$ fixed, and raise the top of the desorption barrier by $\delta$. Leaving and returning hydrogen cross the same top, so $k$ and $c$ are both multiplied by $e^{-\delta/k_BT}$. The factors cancel in $ak^2/(bc^2)$, and $\Delta G$ stays at $-2.07$ eV. With $\delta=0.5$ eV, growth through the surface channel falls from 10.8 to 0.032 nm/min; with $\delta=1.0$ eV, it falls to $5.1\times10^{-5}$ nm/min. If "measurable" means 1 nm per day, or $6.9\times10^{-4}$ nm/min, the surface contribution in the last case is not measurable even in the hot furnace. Silane that decomposes in the gas delivers fragments such as $\mathrm{SiH_2}$, which still bring two hydrogen atoms per silicon atom. If that hydrogen leaves over the same barrier, the same counting gives a ceiling of $a_0k/8$, here $1.0\times10^{-4}$ nm/min, which is still not measurable. Faster growth requires that hydrogen leave by another route, for example from hydrides richer in hydrogen, or stay in the film.

**Q:** And if I keep the barrier but strengthen the driving force?

**A:** Raise silane a hundredfold, to 20 Torr, at 900 K with hydrogen still at 0.02 Torr. Then $\Delta G$ moves to $-2.42$ eV, but growth through the surface channel rises only to 19.1 nm/min, because hydrogen release is now close to its ceiling. A real furnace at 20 Torr need not stay below that ceiling: decomposition in the gas, estimated below, grows as the square of the silane pressure in the low-pressure limit and could supply silicon for some 300 nm/min. That is a supply, not a growth rate. If the arriving $\mathrm{SiH_2}$ must shed its hydrogen over the same barrier, the ceiling only doubles, to $a_0k/8=41$ nm/min, and growth beyond that needs another route for the hydrogen.

There is also a case where $\Delta G$ decides the outcome. At 900 K and 0.20 Torr silane, setting $Q_p=K$ gives $p_{\rm H_2}=\sqrt{Kp_{\rm SiH_4}p^\circ}=1.2\times10^4$ Torr in the ideal-gas model with constant $\Delta H^\circ$ and $\Delta S^\circ$. Growth stops there, and at higher hydrogen pressure the film is etched. In this model the etching is limited by the reverse of the first step. It cannot exceed $(a_0/8)b=4\times10^{-6}$ nm/min, far below 1 nm per day, and lowering the desorption barrier leaves it practically unchanged, because hydrogen exchange is already at equilibrium. Lowering the barrier of the first step would raise $a$ and $b$ together and speed the etching, but no change of barrier could turn it into growth.

**Q:** How hot must the wafer be before I can hope for 1 nm per day?

**A:** Set the ceiling equal to that rate:

$$k_{\min}=\frac{16\times1\ \mathrm{nm}}{a_0\times86400\ \mathrm{s}}
=3.4\times10^{-4}\ \mathrm{s^{-1}}.$$

Taking the logarithm of $k=\nu e^{-E/k_BT}$ gives

$$T_{\min}=\frac{E}{k_B\ln(\nu/k_{\min})}
=\frac{2.5}{8.617\times10^{-5}\times42.5}\approx680\ \mathrm{K}.$$

This is a necessary temperature for the surface channel, since actual growth may lie below the ceiling. At 300 K it lies far below: with the sticking probabilities above, returning hydrogen fills the few bare dimers ($x\simeq k/c\approx7\times10^{-19}$), and the steady rate $(a_0/8)ax^2$ is only about $4\times10^{-35}$ nm/min. Conversely, at 300 K with the same $\nu$, the barrier could be at most $k_BT\ln(\nu/k_{\min})=1.10$ eV.

**Q:** Could something you left out rescue growth at 300 K?

**A:** Hydrogen can tunnel. For a parabolic barrier top with a quantum of 0.12 eV, this raises the rate by a factor of about 3. Silane can also decompose in the gas. For a 5 mm wafer gap and a rough 2.4 eV threshold, counting one deposited atom for every collision that supplies enough vibrational energy gives about $3\times10^{-28}$ nm/min. This is an estimate, not a bound, since it omits rotation and chain reactions, and a change of 0.1 eV in the threshold alters it by a factor of about 40. Both effects leave the total more than twenty powers of ten below 1 nm per day.

At 900 K and 0.20 Torr silane the same gas estimate is 0.03 nm/min, and silane depletion across the gap is about 0.01% of its density. Between stacked wafers, where silane diffuses in from the edge, depletion towards the centre is larger, of order 1% for a wafer radius of 100 mm (roughly 0.3 to 2.5%, depending on the diffusion coefficient used and on whether both faces of the gap take up silane). An assumed heat-capacity change of 0.40 meV/K shifts $\Delta G$ there by $-0.16$ eV, too little to affect its sign at your original pressures. It would, however, raise the hydrogen pressure at which growth stops by a factor of about 2.8. The real heat-capacity difference shrinks on heating, so both changes are overestimated here.

**Q:** How close is this to a real furnace?

**A:** Low-pressure silicon deposition from silane typically runs near 900 K, at some tenths of a Torr, and gives roughly 10 nm/min. The model lies in that range, but its parameters are rough, so the agreement does not validate the mechanism. Real films are often polycrystalline, and their faces need not share one desorption barrier. A shift of 0.1 eV in $E$ changes $k$ by a factor of 3.6 at 900 K and about 48 at 300 K. The second factor is large, yet negligible beside the gap we found. A cold surface can also hold hydrides richer in hydrogen, which release it over a lower barrier. Even a barrier of 2.0 eV, with the same $\nu$, would leave the 300 K ceiling near $5\times10^{-19}$ nm/min. A plasma breaks the thermal assumption altogether: its electrons create reactive fragments and its ions can remove surface hydrogen, so this ceiling does not apply.

**Q:** Does the steady-state formula survive if individual sites are followed?

**A:** For random pairs, yes. A simulation of 3000 dimers with $a,b,k,c=3,\,0.5,\,2,\,0.3\ \mathrm{s^{-1}}$ gave 1.002 times the growth rate from the full steady balance, including $b$. That tests the rate equations, not whether real neighbouring sites are random. The numerical output below lists the values at the intermediate temperatures. At 500 K, for instance, $\Delta G$ is $-1.30$ eV, while the surface ceiling is still only $1.3\times10^{-10}$ nm/min.

## Computed results

```
Silane pressure: 0.20 Torr
Hydrogen pressure: 0.02 Torr
Reaction enthalpy: -0.35 eV
Reaction entropy: 0.80 meV/K
H2 desorption barrier: 2.50 eV
Desorption frequency factor: 1.0e+15 1/s
Silane sticking on bare sites: 1.0e-04
H2 sticking prefactor: 0.01
H2 adsorption barrier: 0.70 eV
Silicon lattice constant: 0.543 nm
Dimer density: 3.392e+18 1/m2
Film atom density: 4.997e+28 1/m3
300 K: Delta G = -0.922 eV; k = 1.00e-27 1/s; ceiling = 2.04e-27 nm/min
500 K: Delta G = -1.303 eV; k = 6.33e-11 1/s; ceiling = 1.29e-10 nm/min
700 K: Delta G = -1.684 eV; k = 1.00e-03 1/s; ceiling = 2.04e-03 nm/min
900 K: Delta G = -2.065 eV; k = 1.00e+01 1/s; ceiling = 2.04e+01 nm/min
300 K minimum time for 1 nm (surface): 9.30e+20 years
900 K silane arrival flux: 4.132e+23 1/(m2 s)
900 K rate a: 12.184 1/s
900 K rate b: 9.71e-07 1/s
900 K rate c: 0.0585 1/s
900 K bare-dimer fraction: 0.467
900 K steady growth: 10.82 nm/min
900 K H2 pressure for zero growth: 1.213e+04 Torr
Cold uptake after 60 s: 0.0339 nm
Initial uptake limit: 0.0339 nm
Chosen detection rate: 6.94e-04 nm/min (1 nm/day)
Required desorption constant: 3.41e-04 1/s
Lowest temperature for detection: 682.3 K
Largest barrier for detection at 300 K: 1.099 eV
900 K growth, barrier +0.5 eV: 3.15e-02 nm/min
900 K growth, barrier +1.0 eV: 5.12e-05 nm/min
Raised silane pressure: 20.0 Torr
Delta G at raised pressure, 900 K: -2.423 eV
Growth at raised pressure, 900 K: 19.12 nm/min
Stochastic / formula growth rate: 1.0023
Barrier-top quantum for tunnelling: 0.12 eV
Tunnelling rate factor at 300 K: 3.17
Assumed heat-capacity change: 0.40 meV/K
Resulting Delta G shift at 900 K: -0.157 eV
Wafer gap: 5.0 mm
Gas collision cross-section: 0.50 nm2
Gas decomposition threshold: 2.40 eV
Gas-channel estimate at 300 K: 3.36e-28 nm/min
Gas-channel estimate at 900 K: 3.41e-02 nm/min
Silane depletion across gap at 900 K: 1.24e-04
```
